Tunnelling control with two Eckart barriers: when the higher barrier wins

**The situation**

A reactant can transfer a hydrogen atom in two ways, over a low, wide barrier or over a high, narrow one. On warming, the product behind the low barrier prevails, as barrier heights suggest, unless the heights are so close that the narrowness of the higher barrier compensates at every temperature. On cooling, the other product can take over, although it need be neither the more stable one nor the one with the lower barrier. This is tunnelling control. The practical questions are whether the reversal occurs, and at what temperature.

**Model and rates**

Let each channel i = L (low, wide) or H (high, narrow) be a symmetric Eckart barrier,

V(x) = V_i sech²(x/a_i), V_L < V_H, a_L > a_H.

Hartree atomic units are used with k_B = 1, so T is an energy in the formulas; numerical temperatures are in kelvin. Energies E are measured from the common reactant asymptote, and p = √(2mE) is the momentum. The channels are independent, passage is irreversible, the reactants stay thermal, and all other motions contribute equally to both channels.

Momentum states have density dp/2π per unit length, velocity p/m and transmission probability P_i. Since (p/m)dp = dE, the rate constants are

k_i = I_i/(2πQ), I_i = ∫₀^∞ P_i(E) e^(−E/T) dE,

where Q is the reactant partition function per unit length. It cancels, so k_H/k_L = I_H/I_L.

**Transmission**

Drop the channel index and put ξ = tanh(x/a), q = pa and ν(ν+1) = −2mVa². The Schrödinger equation becomes

d/dξ[(1−ξ²)dψ/dξ] + [ν(ν+1) + q²/(1−ξ²)]ψ = 0.

Writing ψ = (1−ξ²)^(−iq/2) F removes the singular term and leaves the hypergeometric equation in z = (1−ξ)/2, with parameters

A = −iq−ν, B = −iq+ν+1, C₀ = 1−iq.

The solution F(A,B;C₀;z) is a pure transmitted wave on the right, where z → 0. On the left, z → 1, and the standard connection formula gives the incident amplitude relative to the transmitted one as

Γ(1−iq)Γ(−iq)/[Γ(A)Γ(B)].

P is the inverse square modulus of this. Assume 8mVa² > 1 and define d = √(8mVa²−1), so that ν = −1/2 + id/2. Then A = 1/2 − i(q+d/2) and B = 1/2 − i(q−d/2). With |Γ(1/2+iy)|² = π/cosh πy and |Γ(1−iq)Γ(−iq)|² = π²/sinh²πq,

P = sinh²πq/[cosh π(q+d/2) cosh π(q−d/2)]
 = sinh²(πpa)/[sinh²(πpa) + C²], C = cosh(πd/2).

**Does a crossover exist?**

From this formula, P_H > P_L exactly when

sinh(πpa_H)/sinh(πpa_L) > C_H/C_L.

The logarithmic p-derivative of the left side is π[a_H coth(πpa_H) − a_L coth(πpa_L)]. It is negative, because y coth y has derivative (sinh y cosh y − y)/sinh²y > 0. The left side therefore falls steadily from a_H/a_L to zero. If

a_H/C_H > a_L/C_L, (1)

there is one energy E× below which H transmits better and above which L does. If (1) fails, L transmits better at every E > 0 and wins at every temperature.

When (1) holds, consider, with β = 1/T,

D(β) = e^(βE×)(I_H − I_L) = ∫(P_H−P_L) e^(−β(E−E×)) dE,
dD/dβ = −∫(E−E×)(P_H−P_L) e^(−β(E−E×)) dE > 0,

since the two factors in brackets have opposite signs. D thus has at most one zero. As T → 0 only small p counts, P ≈ (πpa/C)², and

I_H/I_L → [a_H C_L/(a_L C_H)]² > 1.

So if L wins at any one temperature, there is a single crossover T×, and H dominates everywhere below it. Condition (1) alone does not ensure this: since D increases with β, H leads at every temperature if D(0) = ∫(P_H−P_L) dE ≥ 0.

For thick barriers C ≈ e^(πd/2)/2 and d ≈ 2a√(2mV). Apart from the logarithm of a_L/a_H, condition (1) then reads a_H√V_H < a_L√V_L. Being higher and narrower is not sufficient: the narrowness must outweigh the square root of the height.

**How width and height enter**

The semiclassical exponent is 2θ, where θ = ∫√(2m(V(x)−E)) dx between the turning points. Differentiate with respect to E and substitute s = sinh(x/a):

dθ/dE = −√(m/2) ∫ a ds/√(V−E−Es²) = −πa√(m/2)/√E.

Since θ(V) = 0, integration gives

2θ = 2πa√(2m)(√V − √E).

Width enters linearly, height only through its square root. The Boltzmann factor, by contrast, penalizes energy and ignores width. The most favourable energy maximizes

φ(E) = −E/T − 2πa√(2m)(√V − √E).

Setting φ′ = 0 gives √E* = πa√(2m) T, a maximum because √E is concave. It lies below the top if T is less than

T_i = √V_i/(πa_i√(2m)).

There E* = V_i(T/T_i)². The term 2πa√(2mE*) equals 2E*/T, so the maximum is

φ_i = −2πa_i√(2mV_i) + 2π²ma_i²T = −2V_i/T_i + V_iT/T_i² (T < T_i).

For T ≥ T_i the best energy is the barrier top and φ_i = −V_i/T.

**The crossover temperature at leading order**

Here T_L < T_H. Above T_H both exponents are classical and L wins. Between T_L and T_H, with r = T/T_H,

φ_H − φ_L = (V_H/T)(r² − 2r + V_L/V_H).

The root below r = 1 gives

T× = T_H[1 − √(1 − V_L/V_H)], if this is ≥ T_L. (2)

L then passes over its top while H tunnels, and the width of L drops out. If (2) gives less than T_L, then L still leads at T_L and the crossing lies lower, where both channels tunnel. Equating the two linear exponents,

2π²m(a_L² − a_H²)T = 2π√(2m)(a_L√V_L − a_H√V_H),

T× = √2(a_L√V_L − a_H√V_H)/[π√m(a_L² − a_H²)]. (3)

Both formulas assume a_H√V_H < a_L√V_L.

**Prefactors**

In case (2), deep tunnelling through H has P ≈ e^(2πpa−πd). Completing the square in the momentum integral,

−p²/(2mT) + 2πpa = −(p−p*)²/(2mT) + 2π²ma²T, p* = 2πamT.

The Gaussian, extended to all p, has area √(2πmT) and mean velocity p*/m, so

I_H ≈ 2πa_H T√(2πmT) exp(2π²ma_H²T − πd_H). (4)

For L, a thick barrier has sinh²(πpa) ≈ e^(2πpa)/4 and C² ≈ e^(πd)/4, so P ≈ 1/(1+e^(πd−2πpa)) ≈ 1/(1+e^(2θ)) with d ≈ 2a√(2mV). Expansion about the top gives 2θ ≈ (V_L−E)/T_L. With w = e^((V_L−E)/T_L) and the lower energy limit moved to −∞,

I_L ≈ T_L e^(−V_L/T) ∫₀^∞ w^(T_L/T−1)/(1+w) dw = T e^(−V_L/T) y/sin y, y = πT_L/T. (5)

The integral is Euler's π/sin y. It needs T > T_L, and (5) fails as T approaches T_L; for the barriers of the example below it is 4 % too high at 1.5 T_L and 70 % too high at 1.1 T_L. Likewise (4) needs T well below T_H: there it is 2 % too high at 257 K but 53 % too high at 350 K.

**How large: a worked example**

Take a proton and round model parameters: V_L = 0.016 hartree, a_L = 1.5 bohr, V_H = 0.020 hartree, a_H = 0.6 bohr. The zero-energy actions 2θ are 72.2 for L and 32.3 for H, so H must win when cold. The onset temperatures are T_L = 139.9 K and T_H = 391.0 K. Equation (2) gives

T× ≈ 391.0 K × (1 − √0.2) = 216 K,

which exceeds T_L, as required. Equating (4) and (5) raises this to 258 K. The full thermal integrals give **T× = 257 K (8.15×10⁻⁴ hartree)**, 19 % above the leading value.

The prefactors account for the shift. At 216 K, the factor multiplying T is 10.6 in (4) and 2.3 in (5). Using πd_H = 32.15 instead of the action 32.31 adds a factor 1.17. H is therefore already ahead by about 5 where the leading exponents are equal.

At the exact T×, heights alone would give k_H/k_L = e^(−(V_H−V_L)/T) = 0.0074. The tunnelling factors, defined as I_i/(T e^(−V_i/T)), are 233 for H and 1.7 for L, and they restore the balance:

0.007375 × 232.6/1.715 = 1.00.

The mean energy of the reacting particles is 0.0159 hartree in L, close to its top, but 0.0097 hartree in H, less than half its barrier height.

The product ratio changes quickly on cooling:

- 300 K: k_H/k_L = 0.41
- 250 K: 1.26
- 200 K: 16
- 150 K: 3.0×10³

On heating it does not fall steadily: it is 0.22 at 400 K but 0.36 at 1000 K. The reason is the identity

d ln(I_H/I_L)/dβ = ⟨E⟩_L − ⟨E⟩_H,

which follows from differentiating the Boltzmann factors. Once H reacts at the higher mean energy, heating favours it again. At leading order this begins where V_H(T/T_H)² = V_L, at 350 K; this is a rough estimate, and the full integrals place the minimum near 450 K, where the ratio is 0.21. By the uniqueness argument, H does not regain the lead.

Two other low barriers of the same height show the remaining cases. With a_L = 0.9 bohr, T_L = 233 K exceeds the 216 K of (2), so (3) applies. It gives 214 K, against 215.5 K from the full integrals; such closeness in one case is no general error estimate. Near equal actions (3) degrades: with a_L = 0.68 bohr it gives 38 K against the exact 22 K, and with a_L = 0.673 bohr it gives 10 K although (1) fails and there is no crossover. With a_L = 0.65 bohr, L is still lower and wider than H, but a_L√V_L = 0.082 is below a_H√V_H = 0.085. The ratio k_H/k_L tends to 0.31 as T → 0, and there is no crossover.

**What to do about it**

For barriers of Eckart shape, first compare a√V for the two channels, or use (1) when the values are close. Then compute T_L and T_H and apply (2) or (3). These rules depend on the sech² shape: height and curvature at the top do not fix the action, and for other shapes the actions must be computed from the profiles themselves. For a quantitative value, evaluate the two thermal integrals numerically; they are one-dimensional and cheap.

Barrier widths deserve as much care as heights. At the exact T×, the mean-energy difference makes ln(k_H/k_L) change by −7.6 per unit of ln T. The leading exponent of H changes by −32.3 + 21.3 = −11 per unit of ln a_H. Widening H by 5 % therefore lowers T× by about 7 %. Raising V_H by 0.001 hartree changes the exponent by −0.001/T_H = −0.81, with T_H in hartree, and lowers T× by about 11 %. These are first-order estimates from the leading exponent; for these finite steps the full integrals give smaller drops, about 6 % and 9 %. The 0.001 hartree is also 5 % of V_H, so at this T× the height of H matters more than its width. Per unit logarithm the exponent changes by −V_H/T_H for the height and by −2(V_H/T_H)(1 − T/T_H) for the width, so at leading order width is the more sensitive parameter only below T_H/2 (196 K here; in the full integral the two sensitivities are equal near 184 K).

Isotopic substitution offers a diagnostic. Equations (2) and (3) scale as m^(−1/2), but the prefactors modify this. For the deuteron the exact T× is 172 K, and the proton-to-deuteron ratio is 1.50 instead of 1.41. Between 172 K and 257 K, deuteration thus switches the main product of this model from H to L. These values keep the barrier heights independent of isotope. A zero-point shift common to both barriers does not cancel: raising both by 0.001 or 0.002 hartree for the deuteron gives T× = 180 K or 188 K and ratios of 1.43 or 1.37, so the value 1.50 is not a robust signature. The exact value approaches (2) for heavier particles: it lies 4.4 % above it at 16 proton masses and 2.4 % at 64.

**Limits of the model**

Dominance does not mean speed. As T → 0, I_i is proportional to T² and Q to √T, so both rates vanish as T^(3/2), even though their ratio tends to about 10^16.6. A reactant bound in a well behaves differently: it tunnels from discrete levels, and its zero-point energy sets a lowest energy. As a crude measure, cutting the integrals off below 0.007 or 0.010 hartree lowers T× of the example to 246 K or 213 K, and a lowest energy above E× (0.0136 hartree) removes the crossover. Barrier shape matters too: Gaussian barriers V exp(−x²/a²) with the same heights and top curvatures move T× from 257 K to 279 K, and a Gaussian L with a_L = 0.75 bohr leads over H from 10 K to 1000 K although its a√V is the larger. The model also omits zero-point corrections to the barrier heights, coupling to other motions, curved tunnelling paths and unequal reaction energies. Each can move T×, and where the actions are nearly equal it can decide whether a crossover exists. The numerical check covers the transmission formula, the exponents and the crossover within the model, not these omissions.

Calculated quantities

```
proton mass: 1836.15 m_e
deuteron mass: 3670.48 m_e
V_L: 0.016 hartree
a_L: 1.50 bohr
d_L: 22.974
zero-energy action 2theta_L(0): 72.24 hbar
onset temperature T_L: 139.9 K
V_H: 0.020 hartree
a_H: 0.60 bohr
d_H: 10.235
zero-energy action 2theta_H(0): 32.31 hbar
onset temperature T_H: 391.0 K
E_x, exact transmission: 0.01364 hartree
E_x, equal actions: 0.01358 hartree
T_x, leading order: 216.1 K
T_x, with prefactors: 257.8 K
T_x, exact thermal integrals: 257.3 K
T_x, exact, as energy: 8.1472e-04 hartree
error of parabolic-top I_L at T_x: 0.5 %
error of deep-tunnelling I_H at T_x: 2.2 %
classical ratio k_H/k_L at T_x: 0.007375
tunnelling factor of L at T_x: 1.715
mean reacting energy of L at T_x: 0.01588 hartree
tunnelling factor of H at T_x: 232.6
mean reacting energy of H at T_x: 0.00966 hartree
best energy of H at T_x: 0.00866 hartree
k_H/k_L at 100 K: 3.642e+07
k_H/k_L at 150 K: 2.950e+03
k_H/k_L at 200 K: 1.571e+01
k_H/k_L at 250 K: 1.257e+00
k_H/k_L at 300 K: 4.054e-01
k_H/k_L at 400 K: 2.169e-01
k_H/k_L at 600 K: 2.387e-01
k_H/k_L at 1000 K: 3.620e-01
log10 of k_H/k_L for T to 0: 16.58
deuteron T_x, leading order: 152.9 K
deuteron T_x, with prefactors: 171.8 K
deuteron T_x, exact: 171.9 K
exact T_x ratio, proton to deuteron: 1.497
square root of the mass ratio: 1.414
exact/leading T_x, 1 proton masses: 1.190
exact/leading T_x, 4 proton masses: 1.086
exact/leading T_x, 16 proton masses: 1.044
exact/leading T_x, 64 proton masses: 1.024
second low barrier, a_L: 0.90 bohr
second low barrier, T_L: 233.1 K
second low barrier, T_x leading: 213.7 K
second low barrier, T_x exact: 215.5 K
third low barrier, a_L: 0.65 bohr
third low barrier, k_H/k_L for T to 0: 0.311
largest deviation of ln P from direct integration: 3.5e-09
```
